Spin-orbit constant of highest-spin terms and Hund's third rule

**What goes wrong without the sign**

Consider a d⁸ ion whose lowest term is ³F, with L = 3 and S = 1. Spin-orbit coupling splits it into levels J = 2, 3, 4. Suppose we describe the splitting by A L·S and take A = +100 cm⁻¹, the value that is correct for d² in the model used below. The lowest level is then J = 2, at −400 cm⁻¹ from the unsplit term. Diagonalizing the full d⁸ matrix of the same model puts J = 4 lowest, at −302 cm⁻¹, and J = 2 highest. The wrong sign gives a ground level of five states instead of nine, and every property that depends on J goes wrong with it.

So both the size and the sign of A must be derived from the one-electron coupling.

**Setting**

N electrons occupy one shell l^N with l ≥ 1, all with the same radial function, in a central mean field with potential energy V(r). Angular momenta are in units of ħ. The spin-orbit operator is

H = ζ Σ_i l_i·s_i,  ζ = (ħ²/2m²c²) ⟨(1/r) dV/dr⟩.

For an attractive potential that rises outwards, dV/dr > 0 and so ζ > 0. Spin-orbit terms that couple different electrons, spin-spin coupling and mixing with other configurations are left out. So is any crystal or ligand field: the results describe free ions. For d ions in solids and complexes such a field usually exceeds ζ and removes J as a label; in the d⁸ model below, an octahedral field of 10Dq = 8500 cm⁻¹ leaves a ground level of three states, neither five nor nine. The total momenta are L = Σ_i l_i, S = Σ_i s_i and J = L + S.

**One electron, then two**

For N = 1 we have L = l_1 and S = s_1, so H = ζ L·S. Hence A = ζ, which equals ζ/(2S) because S = 1/2.

For N = 2, write each operator as half the sum plus or minus half the difference:

l_1·s_1 + l_2·s_2 = ½ (l_1 + l_2)·(s_1 + s_2) + ½ (l_1 − l_2)·(s_1 − s_2).

Multiplying out the right side confirms this: the cross terms l_1·s_2 and l_2·s_1 cancel, and each of the other two appears twice with factor ½.

The triplet spin functions are symmetric under exchange of the two spins, whereas s_1 − s_2 changes sign. Its matrix elements between two triplet functions therefore equal minus themselves, and vanish. Within the triplets only the first part survives:

H → (ζ/2) L·S.

Since S = 1, this is again A = ζ/(2S). The discarded part connects triplets to singlets. It returns below as the source of second-order shifts.

**Up to half filling**

The shell has 2l+1 orbitals. For N ≤ 2l+1 all spins can be parallel, so the highest spin is S = N/2. Its spin function with M_S = N/2 has every spin up and is symmetric. The lowering operator S₋ treats all electrons alike, so the other functions with S = N/2 are symmetric too.

Let P project on these spin functions, and let Π_ij exchange spins i and j. Symmetry means Π_ij P = P Π_ij = P. Also s_i = Π_ij s_j Π_ij. Therefore

P s_i P = P Π_ij s_j Π_ij P = P s_j P.

All N projected spins are equal, and their sum is P S P. Each one is thus

P s_i P = (1/N) P S P.

P acts on spins alone and commutes with every l_i. It treats the electrons alike, so it also preserves the antisymmetry of the full state. Projecting H gives

P H P = ζ Σ_i l_i·(P s_i P) = (ζ/N) P L·S P.

With N = 2S,

P H P = A P L·S P,  A = +ζ/(2S).

In the highest-spin space each electron's spin acts as the fraction 1/N of the total spin operator, and A is ζ times that fraction.

This is an identity for the whole highest-spin space, not for one term at a time. Because

L·S = ½ (J² − L² − S²),

the operator L·S is a number in each state of given L, S and J. It does not connect different terms. In d², for example, H has no direct matrix element between ³F and ³P, and both terms have A = ζ/2.

Limit: at N = 2l+1 the parallel spins fill every orbital once. There is one such spatial state, with M_L = Σ m = 0, so L = 0. Then L·S = 0, the first-order splitting vanishes, and A has no meaning. The same is true of any other highest-spin term with L = 0.

**One hole**

Above half filling the spins cannot all be parallel, and the spin function is no longer symmetric. Start at the other end, with one electron missing from a closed shell.

A single electron has levels j = l ± ½. From l·s = ½ [j(j+1) − l(l+1) − ¾], their energies are

e(l+½) = ζ l/2,  e(l−½) = −ζ (l+1)/2.

The closed shell has 2l+2 electrons in the first level and 2l in the second:

(2l+2) ζ l/2 − 2l ζ (l+1)/2 = 0.

Removing an electron from level j leaves energy −e(j). The closed shell has J = 0, so the remainder has J = j. The levels are those of one electron turned upside down, and A = −ζ. With S = ½ this is −ζ/(2S).

**Any number of holes**

To generalize, let c†(u) create an electron in the one-electron state u and let c(u) remove it. Let Θ be time reversal. It is antiunitary, which means ⟨Θu|Θv⟩ = ⟨v|u⟩. If the states |a⟩ form an orthonormal basis of the shell, so do the states |Θa⟩. Define a hole by

h†_a = c(Θa),  h_a = c†(Θa).

The operators h obey the usual anticommutation rules, since {h_a, h†_b} = {c†(Θa), c(Θb)} = δ_ab. They annihilate the closed shell, because no electron can be added to it. So holes are fermions whose vacuum is the closed shell, and their number is N_h = 4l+2−N.

Time reversal enters because removing an electron of angular momentum projection −m from a shell of total zero leaves +m. The hole must carry the momentum that is left.

Take a Hermitian one-electron operator t with tΘ = τΘt, where τ = +1 or −1. In the basis |Θa⟩ its many-electron form is

T = Σ_ab ⟨Θb|t|Θa⟩ c†(Θb) c(Θa).

The anticommutator gives c†(Θb) c(Θa) = δ_ab − c(Θa) c†(Θb), so

T = tr t − Σ_ab ⟨Θb|t|Θa⟩ h†_a h_b.

The matrix element follows from the definition of τ, the antiunitarity of Θ and the Hermiticity of t, in that order:

⟨Θb|tΘa⟩ = τ ⟨Θb|Θ(ta)⟩ = τ ⟨ta|b⟩ = τ ⟨a|t|b⟩.

Hence

T = tr t − τ T_h,  T_h = Σ_ab ⟨a|t|b⟩ h†_a h_b.

The traces needed here vanish. Each component of l and of s has eigenvalues in pairs of opposite sign, and tr(l·s) is a sum of products of those traces.

Both l and s change sign under time reversal, so τ = −1 for them. Their product l·s has two sign changes, so τ = +1. Therefore

L = L_h,  S = S_h,  H = −H_h.

For N ≥ 2l+1 there are at most 2l+1 holes. The result for electrons applies to them without change: the highest spin is S = N_h/2, and H_h projects to (ζ/N_h) L_h·S_h. Since N_h = 2S,

P H P = −(ζ/2S) P L·S P,  A = −ζ/(2S),

where P now projects on the highest spin of this filling. At N = 2l+1 both descriptions apply, and they agree because L·S = 0.

**A check without holes**

The sign has a direct physical reading. Above half filling, take any highest-spin state with M_S = S. Every determinant in it has a full set of spin-up electrons, whose m values add to zero. M_L comes entirely from the spin-down electrons.

In the expectation value of l·s, the parts l₊s₋ and l₋s₊ drop out because they change M_S. What remains is Σ m_i σ_i, where σ_i = ±½ is the spin projection:

⟨H⟩ = ζ (½·0 − ½ M_L) = −ζ M_L/2.

The operator A L·S has expectation value A M_L S in the same state of a given term. Equating the two for M_L ≠ 0 gives A = −ζ/(2S). Below half filling all electrons are spin-up, the expectation value is +ζ M_L/2, and A = +ζ/(2S).

The spin-orbit coupling of each electron has the same sign throughout. What changes is which electrons carry the orbital momentum: above half filling their spins are opposite to S.

**Levels and Hund's third rule**

Inserting L·S = ½ (J² − L² − S²) gives

E_J = (A/2) [J(J+1) − L(L+1) − S(S+1)].

Neighbouring levels differ by

E_J − E_{J−1} = (A/2) [J(J+1) − (J−1)J] = A J.

J runs from |L−S| to L+S. For A > 0 the energy rises with J, and J = |L−S| is lowest. For A < 0 it falls with J, and J = L+S is lowest: the multiplet is inverted. At half filling L = 0, and J = S is the only value.

This is Hund's third rule, to first order in ζ, for a ground term that has the highest spin. For the d shell, taking the highest-spin term of largest L, the computed results are:

d¹: A = +ζ, J = 3/2
d²: A = +ζ/2, J = 2
d³: A = +ζ/3, J = 3/2
d⁴: A = +ζ/4, J = 0
d⁵: A undefined, J = 5/2
d⁶: A = −ζ/4, J = 4
d⁷: A = −ζ/3, J = 9/2
d⁸: A = −ζ/2, J = 4
d⁹: A = −ζ, J = 5/2

The "−0.0" printed for d⁴ is a rounded zero. The numerical check compares the whole projected matrix with A L·S for every open filling of the p, d and f shells, working with electrons throughout.

**Lower spins: the formula fails**

Being below half filling does not by itself make A positive. The d³ doublets show this.

Within any one term, the matrix elements of a vector operator are proportional to those of the corresponding angular momentum, by the Wigner–Eckart theorem. Applied to orbital and spin rotations separately, this gives H → A L·S with some constant A for each term. (When a term occurs more than once, as ²D does in d³, H also connects the copies, and A depends on how the repulsion mixes them; the terms used below occur once.) A state with given M_L and M_S then has ⟨H⟩ = A M_L M_S. The sum of these values over all terms equals the sum of ζ Σ m_i σ_i over the determinants with the same M_L and M_S, because a trace does not depend on the basis.

Take M_S = ½, with two electrons up and one down. Each determinant contributes half of (sum of up m minus down m), in units of ζ:

M_L = 5: (2,1 up; 2 down) gives ½. Sum ½.

M_L = 4: (2,1; 1) gives 1 and (2,0; 2) gives 0. Sum 1.

M_L = 3: (2,1; 0) gives 3/2, (2,0; 1) gives ½, (2,−1; 2) gives −½ and (1,0; 2) gives −½. Sum 1.

The single state at M_L = 5 belongs to ²H. The second state at M_L = 4 introduces ²G. At M_L = 3 there are two more. One belongs to ⁴F, since three parallel spins reach M_L = 2+1+0 = 3, and the other to ²F. With A in units of ζ and A(⁴F) = 1/3,

(5/2) A(²H) = ½, so A(²H) = 1/5.

2 [A(²H) + A(²G)] = 1, so A(²G) = ½ − 1/5 = 3/10.

(3/2) [A(²H) + A(²G) + A(²F) + 1/3] = 1, so A(²F) = 2/3 − 1/5 − 3/10 − 1/3 = −1/6.

The formula ζ/(2S) would give 1 for all three. Both facts used in its derivation fail here. First, N = 2S does not hold, since N = 3 and 2S = 1. Second, a doublet of three electrons has no fully symmetric spin function, so the identity P s_i P = (1/N) P S P does not hold in the doublet spin space; the value ζ/N = ζ/3 that it would give is also missed by all three terms. The ²F term is inverted although the shell is less than half full.

**Beyond first order: d² and d⁸**

Now include the Coulomb repulsion, with round model parameters F² = 70000, F⁴ = 45000 and ζ = 200 cm⁻¹. The ground term is ³F for both fillings. With S = 1,

d²: A = 200/2 = +100 cm⁻¹ (12.4 meV)
d⁸: A = −200/2 = −100 cm⁻¹ (−12.4 meV)

For L = 3, L(L+1) + S(S+1) = 12 + 2 = 14. The first-order levels of d² are

E_2 = 50 (6 − 14) = −400 cm⁻¹
E_3 = 50 (12 − 14) = −100 cm⁻¹
E_4 = 50 (20 − 14) = +300 cm⁻¹

Weighted by 2J+1, they add to 5(−400) + 7(−100) + 9(300) = 0, as they must, because L·S has zero trace in a term. For d⁸ all three signs are reversed.

Diagonalizing all 45 states, with energies measured from the unsplit ³F, gives in cm⁻¹:

d², J = 2, 3, 4: −407.9, −100.0, +297.8
d⁸, J = 2, 3, 4: +391.5, +100.0, −302.2

At this small ζ the order is as predicted. The departures from first order are −7.9, 0 and −2.2 for d², and −8.5, 0 and −2.2 for d⁸.

Their pattern follows from the projection identity. H does not connect ³F to ³P, so its direct couplings go to singlets of the same J. These are ¹D for J = 2, at 11735 cm⁻¹ above ³F, and ¹G for J = 4, at 18163 cm⁻¹. The same terms and gaps hold for d⁸: up to a constant, the repulsion within the shell is a sum of squares of Hermitian one-electron multipole operators that are traceless and even under time reversal, so each obeys T = −T_h and its square is the same for two holes as for two electrons. In second order each coupling contributes −|matrix element|²/gap. This is negative whatever the sign of A, so it pushes the level down in both ions, and by the same amount, since H only changes sign between them. The squared matrix elements are (12/5)ζ² for J = 2 and ζ² for J = 4, which give −8.2 and −2.2 cm⁻¹. The difference between −7.9 and −8.5 is a third-order term, minus the first-order energy times |matrix element|²/gap². For J = 2 it is +0.3 cm⁻¹ in d² and −0.3 cm⁻¹ in d⁸. J = 3 occurs once among the terms ³F, ³P, ¹D, ¹G and ¹S, has nothing to mix with, and stays at its first-order value. The program tests that halving ζ reduces the nonzero shifts by a factor close to four, as second order requires.

The intervals feel this too. First order gives (E_4 − E_3)/(E_3 − E_2) = 4/3 ≈ 1.33. The full levels give 397.8/307.9 = 1.29 for d² and 402.2/291.5 = 1.38 for d⁸.

The natural scale of the shifts is ζ²/gap, here 200²/11735 ≈ 3.4 cm⁻¹, against a first-order splitting of order ζ. The first-order argument therefore needs ζ to be small compared with the gaps to terms of other spin. The value ζ = 200 cm⁻¹ is small for a real d⁸ ion (Ni²⁺ has about 650 cm⁻¹). With the same F² and F⁴ the d⁸ interval ratio is 1.51 at ζ = 650 cm⁻¹, and J = 2 drops below J = 3 near ζ = 4000 cm⁻¹, about a third of the gap to ¹D, while J = 4 stays lowest. As ζ grows towards those gaps, levels whose J occurs in several terms become mixtures of terms, in d⁸ J = 2 much sooner than J = 4. L and S then no longer label them well, and a single constant A does not describe the multiplet.

Values computed for the example and the checks

```
Spin average, largest deviation: 2e-16
Hole map, largest deviation: 0e+00
Fillings tested with A defined (p, d, f): 24
Largest matrix deviation from A L.S: 9e-16 zeta
d shell, highest-spin term of largest L:
  N=1  S=0.5  L=2  A/zeta=+1.0000  lowest J=1.5
  N=2  S=1.0  L=3  A/zeta=+0.5000  lowest J=2.0
  N=3  S=1.5  L=3  A/zeta=+0.3333  lowest J=1.5
  N=4  S=2.0  L=2  A/zeta=+0.2500  lowest J=-0.0
  N=5  S=2.5  L=0  A/zeta=undefined  lowest J=2.5
  N=6  S=2.0  L=2  A/zeta=-0.2500  lowest J=4.0
  N=7  S=1.5  L=3  A/zeta=-0.3333  lowest J=4.5
  N=8  S=1.0  L=3  A/zeta=-0.5000  lowest J=4.0
  N=9  S=0.5  L=2  A/zeta=-1.0000  lowest J=2.5
d^3 doublet 2H: A/zeta = +0.2000
d^3 doublet 2G: A/zeta = +0.3000
d^3 doublet 2F: A/zeta = -0.1667
d^3 diagonal sums, M_L=5,4,3: 0.5, 1.0, 1.0 zeta
Model: F2=70000, F4=45000, zeta=200 cm^-1
Gaps above 3F: 1D 11735, 3P 13776, 1G 18163 cm^-1
d^2: A = +100.0 cm^-1 = +12.398 meV
  J=2: first order -400.0, full -407.91 cm^-1
  J=3: first order -100.0, full -100.00 cm^-1
  J=4: first order +300.0, full +297.76 cm^-1
  full intervals E3-E2 +307.91, E4-E3 +397.76 cm^-1
d^8: A = -100.0 cm^-1 = -12.398 meV
  J=2: first order +400.0, full +391.53 cm^-1
  J=3: first order +100.0, full +100.00 cm^-1
  J=4: first order -300.0, full -302.17 cm^-1
  full intervals E3-E2 -291.53, E4-E3 -402.17 cm^-1
```
